# Arbitrary-Order Density Matrix Perturbation: Block Recursion and Its Operation Count

An eight-site chain with four doubly occupied orbitals is placed in a linear potential tilt of strength $\lambda$. At first order in $\lambda$ its density matrix changes only by mixing occupied with empty orbitals. At second order two new pieces appear, one inside the occupied space and one inside the empty space, and their Frobenius norms agree to all printed digits: 0.03783 each. At third order the two norms are 0.01648 and 0.01639, close but no longer equal. A scheme that treats every order like the first misses these pieces. Seeing why it fails shows how to repair it, and the repair explains why the second-order norms are equal.

## The setting and the naive scheme

Let the one-electron Hamiltonian be

$$H(\lambda)=\sum_{k\ge 0}\lambda^kH_k ,$$

Hermitian for real $\lambda$. The orbitals of $H_0$ are orthonormal with energies $\varepsilon_p$. Of these $M$ orbitals, $N_o$ are occupied (labels $i,j$) and $N_v$ are empty (labels $a,b$), with a gap $\Delta=\min\varepsilon_a-\max\varepsilon_i>0$. Occupations are zero or one per spin, so metals and fractional occupations are excluded. The density matrix of one spin is the projector on the occupied space,

$$P(\lambda)=\sum_{n\ge0}\lambda^nP_n,\qquad P^2=P,\qquad [H,P]=0 .$$

No factorials are included in $P_n$. The projector on the empty space at $\lambda=0$ is $Q=1-P_0$.

The naive scheme uses the commutator alone. Collecting the terms of order $\lambda^n$ in $HP-PH=0$ and separating the one that contains $P_n$ gives

$$[H_0,P_n]+W_n=0,\qquad W_n=\sum_{k=1}^{n}[H_k,P_{n-k}] . \tag{1}$$

In the eigenbasis of $H_0$ the element $pq$ reads

$$(\varepsilon_p-\varepsilon_q)(P_n)_{pq}=-(W_n)_{pq}. \tag{2}$$

Between an empty and an occupied orbital this can be solved, because the energy difference is at least $\Delta$. Inside the occupied space there are two troubles. For $p=q$, or for a degenerate pair, the left side vanishes and the equation says nothing about $P_n$. For a nearly degenerate pair it does determine $P_n$, but as a quotient of two small numbers, so rounding errors in $W_n$ are magnified by $1/|\varepsilon_p-\varepsilon_q|$. The empty space has the same troubles.

Setting the undetermined blocks to zero works at first order and fails afterwards. The smallest example is

$$H=\begin{pmatrix}-1&\lambda\\ \lambda&1\end{pmatrix}.$$

Here $W_1$ has the empty-occupied element 1, and (2) gives $(P_1)_{ai}=1/(-1-1)=-1/2$. With no diagonal blocks, $P_2$ would vanish, then $W_3=[H_1,P_2]$ would vanish, and the series would stop at first order. But $P_0+\lambda P_1$ is not a projector: its square differs from it by $\lambda^2P_1^2=\lambda^2/4$ times the unit matrix. The missing information is idempotency.

## What idempotency supplies

The terms of order $\lambda^n$ in $P=P^2$ are

$$P_n=P_0P_n+P_nP_0+S_n,\qquad S_n=\sum_{k=1}^{n-1}P_kP_{n-k}. \tag{3}$$

The sum $S_n$ contains lower orders only. Multiply (3) by $P_0$ on both sides. Since $P_0^2=P_0$, each of the first two terms on the right becomes $P_0P_nP_0$, so

$$P_0P_nP_0=2P_0P_nP_0+P_0S_nP_0
\quad\Rightarrow\quad P_0P_nP_0=-P_0S_nP_0. \tag{4}$$

Multiply instead by $Q$ on both sides. Since $QP_0=P_0Q=0$, the first two terms vanish:

$$QP_nQ=QS_nQ. \tag{5}$$

With $Q$ on the left and $P_0$ on the right, the term $P_0P_n$ drops out and $P_nP_0$ reproduces the left side. What remains is $QS_nP_0=0$, a condition on lower orders that leaves the mixed block of $P_n$ free.

The two conditions therefore complement each other. Idempotency gives the diagonal blocks without any denominator, and the commutator gives the mixed block with denominators no smaller than the gap:

$$(P_n)_{ai}=\frac{(W_n)_{ai}}{\varepsilon_i-\varepsilon_a},\qquad (P_n)_{ia}=(P_n)_{ai}^*. \tag{6}$$

The term $k=n$ in $W_n$ needs no matrix product. Since $P_0$ is 1 on occupied and 0 on empty orbitals, $[H_n,P_0]_{ai}=(H_n)_{ai}$.

In the two-level model, (4) and (5) give $(P_2)_{ii}=-(-1/2)^2=-1/4$ and $(P_2)_{aa}=+1/4$. The third-order source is

$$(W_3)_{ai}=(H_1)_{ai}(P_2)_{ii}-(P_2)_{aa}(H_1)_{ai}=-\tfrac14-\tfrac14=-\tfrac12 ,$$

so $(P_3)_{ai}=(-1/2)/(-2)=1/4$. At fourth order, $(S_4)_{ii}=2(-\tfrac12)(\tfrac14)+(-\tfrac14)^2=-\tfrac3{16}$, and (4) gives $(P_4)_{ii}=3/16=0.1875$. The diagonal blocks of one order thus feed the mixed block of the next.

## Why the second-order norms agree

Write $X_n$ for the $N_v\times N_o$ mixed block of $P_n$. Since $S_1=0$, $P_1$ has no diagonal blocks, and at second order

$$P_0P_2P_0=-X_1^\dagger X_1,\qquad QP_2Q=X_1X_1^\dagger .$$

The first is negative semidefinite: the old occupied orbitals lose weight. The second is positive semidefinite and collects that weight. The squared Frobenius norms are $\mathrm{Tr}(X_1^\dagger X_1X_1^\dagger X_1)$ and $\mathrm{Tr}(X_1X_1^\dagger X_1X_1^\dagger)$, equal by cyclic permutation. This accounts for the pair 0.03783.

At third order the blocks are $-(X_1^\dagger X_2+X_2^\dagger X_1)$ and $X_1X_2^\dagger+X_2X_1^\dagger$. Their squared norms contain $2\,\mathrm{Tr}(X_1X_1^\dagger X_2X_2^\dagger)$ and $2\,\mathrm{Tr}(X_1^\dagger X_1X_2^\dagger X_2)$ respectively, which cyclic permutation does not connect. The remaining terms are equal. The norms may then differ, as they do; this argument does not say why the difference is small.

The second-order norm also tells how the response is distributed. Let $s_r$ be the singular values of $X_1$ and $p_r=s_r^2/\sum_ts_t^2$. The printed norms give

$$\sum_rp_r^2=\left(\frac{0.03783}{0.19758^2}\right)^2\approx0.94 .$$

Because $\sum_rp_r^2\le p_{\max}$, one pair of occupied and empty combinations carries at least about 94% of the squared first-order response.

## Does the recursion give the true projector?

The recursion uses only some blocks of each equation, so the others need an argument. Suppose that $\|H(\lambda)-H_0\|<\Delta/2$ throughout a disc of complex $\lambda$, which is ensured by

$$\sum_{k\ge1}|\lambda|^k\|H_k\|<\Delta/2. \tag{7}$$

On the vertical line through the middle of the gap, $\|(z-H_0)^{-1}\|\le2/\Delta$. The geometric series for $(z-H)^{-1}$ in powers of $H-H_0$ then converges, and no eigenvalue crosses the line. Closing the line far away around the occupied levels gives the contour integral

$$P(\lambda)=\frac1{2\pi i}\oint\frac{dz}{z-H(\lambda)},$$

which is analytic in the disc. The true projector therefore has a Taylor series, and its coefficients satisfy (1) and (3) in every block. Given $P_0$, equations (4) to (6) leave no choice at any order, so the recursion produces those coefficients, and the unused block equations hold as a consequence.

This was tested through eighth order on a complex Hermitian Hamiltonian with seven orbitals and degenerate levels inside both the occupied and the empty space. The coefficients agree with those extracted from projectors on a circle of complex $\lambda$ to $6\times10^{-16}$, and all order equations, including the unused blocks, hold to $3\times10^{-17}$, both as largest absolute matrix elements.

Condition (7) is sufficient, not necessary in general, but it can be sharp. In the two-level model $H^2=(1+\lambda^2)$ times the unit matrix, so

$$P=\frac12\left(1-\frac{H}{\sqrt{1+\lambda^2}}\right).$$

The gap at $\lambda=0$ is 2 and $\|H_1\|=1$, so (7) guarantees $|\lambda|<1$. The square root has branch points at $\lambda=\pm i$, and the radius of convergence is 1. For real $\lambda$ the gap $2\sqrt{1+\lambda^2}$ never closes; the series fails because the levels meet at imaginary $\lambda$.

The opposite limit is a perturbation $\lambda H_1$ without mixed elements. Then $X_1=0$, hence $P_1=0$, and by induction every later $P_n$ vanishes. The space spanned by the occupied orbitals does not move, although its energies do. If an occupied level rises above an empty one at some real $\lambda$, the series still gives a projector commuting with $H$, but no longer the one on the lowest $N_o$ levels.

## Operations per order

Count scalar multiplications for dense blocks in the eigenbasis of $H_0$, without using known zeros. In $S_n$ the products $P_kP_{n-k}$ and $P_{n-k}P_k$ are adjoints of each other, so one of them suffices. For even $n$ the middle product stands alone. Either way $\lfloor n/2\rfloor$ products are formed, each costing $MN_o^2$ for the occupied block and $MN_v^2$ for the empty block.

One commutator $[H_k,P_{n-k}]$ restricted to the mixed block needs two products of cost $N_vMN_o$. If $H_1,\dots,H_K$ are present, $\min(K,n-1)$ such commutators occur, since $k=n$ is free. The cost of order $n$ is

$$m_n=\left\lfloor\frac n2\right\rfloor M(N_o^2+N_v^2)+2MN_oN_v\min(K,n-1), \tag{8}$$

plus $N_oN_v$ divisions.

For $N_o=3$, $N_v=6$, $M=9$, one product pair costs $9(9+36)=405$ and one commutator $2\cdot9\cdot18=324$. At eighth order with $H_1$ alone, $4\cdot405+324=1944$; with all $H_k$ present, $4\cdot405+7\cdot324=3888$. Counting the operations actually executed gave these values, and agreed with (8) at each order from 1 to 8.

With $H_1$ alone the commutator cost is constant from second order on, and the growth comes from idempotency, in steps at even $n$. Summing to order $n$ uses $\sum_{k=1}^n\lfloor k/2\rfloor=\lfloor n^2/4\rfloor$: for $n=2m$ the values 1 to $m-1$ occur twice and $m$ once, giving $m^2$; for $n=2m+1$ another $m$ is added, giving $m(m+1)$. Through eighth order the total is $16\cdot405+7\cdot324=8748$. At fixed order the work grows as the cube of the system size; at fixed size the total grows as the square of the order. When $N_v\gg N_o$, the empty block dominates.

## When the Hamiltonian depends on the density

In a density-functional calculation $H_n$ contains the unknown density of order $n$, so (6) cannot be evaluated directly. The block structure limits the difficulty: the diagonal blocks of $P_n$ come from lower orders, and only the mixed block has to respond.

The chain has open ends, nearest-neighbour hopping elements $-1$, whose magnitude is the energy unit, site energies alternating between $+1$ and $-1$, starting with $+1$ on the first site, and the local potential $Un_x-cn_x^{p}$ with $U=1$, $c=0.5$, $p=1/3$. This is a model with round parameters. The perturbation is $\lambda v_x$, with $v_x$ rising linearly from $-1$ to $1$. With real orbitals $C_{xp}$ and two spins, the site density is $n_x=2\sum_{pq}C_{xp}P_{pq}C_{xq}$.

The series of a power follows from its derivative. If $b=a^p$, then $ab'=pa'b$. The coefficient of $\lambda^{m-1}$ is $\sum_{k=0}^m(m-k)a_kb_{m-k}=p\sum_{k=1}^mka_kb_{m-k}$; moving the terms with $k\ge1$ to the right gives

$$m\,a_0b_m=\sum_{k=1}^{m}(pk-m+k)\,a_kb_{m-k}.$$

The term $k=m$ contributes $pa_0^{p-1}a_m$ to $b_m$; the rest involves lower orders. With $n_m$ now the density coefficient of order $m$, the potential of that order is a known part plus $fn_m$, where $f=U-cp\,n_0^{p-1}$ on each site.

A site potential $u_y$ has mixed elements $\sum_yC_{ya}u_yC_{yi}$. Inserting these in (6), and counting both spins and both mixed blocks, gives the density response $\chi u$ with

$$\chi_{xy}=4\sum_{ai}\frac{C_{xa}C_{xi}C_{ya}C_{yi}}{\varepsilon_i-\varepsilon_a}.$$

Let $d_m$ be the density from everything already known: the diagonal blocks of $P_m$, and the mixed block that (6) gives with the commutators $[H_k,P_{m-k}]$ for $k<m$ and the known part of $H_m$. Then $n_m=d_m+\chi fn_m$, or

$$(1-\chi f)\,n_m=d_m. \tag{9}$$

The matrix does not depend on the order, so one factorization serves for all. If it is invertible and all $n_0$ are positive, the implicit function theorem gives an analytic self-consistent solution near $\lambda=0$. Here its eigenvalues run from 1.00 to 1.42. None lies below 1 because $f>0$ on every site and $\chi$ is negative semidefinite; the value 1 occurs because $\sum_x\chi_{xy}=0$, which is charge conservation.

Each order adds three basis changes, for the known potential, the density and the induced potential. Each costs $M^3+M^2$ multiplications, or 810 for $M=9$. The triangular solves add work of order $M^2$. Building $\chi$ explicitly takes a sum over $N_oN_v$ pairs for each of $M^2$ entries, a single cost of fourth power in the size.

## Reading the chain's series

Differentiating $P^2=P$ shows, as in (4) and (5) with no source, that $dP/d\lambda$ has only mixed blocks relative to $P(\lambda)$. Since $H(\lambda)$ has none, $\mathrm{Tr}(H\,dP/d\lambda)=0$. With $h$ the matrix of hopping and site energies, the total energy is

$$E=2\,\mathrm{Tr}(hP)+\sum_x\left[\lambda v_xn_x+\frac U2n_x^2-\frac{c}{p+1}n_x^{p+1}\right].$$

The derivative of the bracket with respect to $n_x$ is the full site potential $\lambda v_x+Un_x-cn_x^p$, and $n_x$ is twice the diagonal element of $P$ on site $x$. At fixed $\lambda$ a change $dP$ therefore changes $E$ by $2\,\mathrm{Tr}(H\,dP)$, which vanishes here. The total energy then changes only through its explicit dependence on $\lambda$: $dE/d\lambda=\sum_xv_xn_x$. Comparing coefficients,

$$E_{n+1}=\frac1{n+1}\sum_xv_x(n_n)_x .$$

The first-order density is $+0.1164$ on the first site, where the tilt is lowest, and $-0.1135$ on the last. The weighted sum $\sum_xv_x(n_1)_x$ is $-0.2543$, and half of it is $E_2=-0.127$. At $\lambda=0.2$ the energy through third order is

$$-10.70949+0.18310-0.00509-0.00011=-10.53159 ,$$

against $-10.53161$ from direct self-consistency. The difference, $2.4\times10^{-5}$, is mostly the next term, $0.2^4E_4=-2.0\times10^{-5}$.

Truncating $P$ after order $N$ leaves an error that starts with $\lambda^{N+1}P_{N+1}$. The truncated matrix also fails to be idempotent. In its square minus itself all orders up to $N$ cancel, and the first remainder is $\lambda^{N+1}S_{N+1}$. For $N=4$, comparing $\lambda=0.1$ with 0.05 gives exponents 5.065 and 5.043 for the two errors, near the expected 5.

The idempotency defect is not a full measure of the error. Since $QS_{N+1}P_0=0$, its leading term does not see the missing mixed block. For $N=2$ and $\lambda=0.2$ the predicted defect is $0.008\sqrt{0.01648^2+0.01639^2}=1.9\times10^{-4}$, close to the computed $2.0\times10^{-4}$, while the error of $P$ is $7.6\times10^{-4}$, both as Frobenius norms. By $N=8$ the error of $P$ has fallen to $1.5\times10^{-8}$.

These orders do not fix the radius of convergence. Bound (7) cannot be applied from the gap of 1.30 and the tilt alone, because the induced potentials enter every $H_k$. The full tables are in the numerical output.

## Calculated quantities

```
Two-level model, H = diag(-1,1) + lam*sigma_x (dimensionless)
 n=0: oo=1.0000 vo=0.0000 vv=0.0000
 n=1: oo=0.0000 vo=-0.5000 vv=0.0000
 n=2: oo=-0.2500 vo=-0.0000 vv=0.2500
 n=3: oo=0.0000 vo=0.2500 vv=0.0000
 n=4: oo=0.1875 vo=-0.0000 vv=-0.1875
Fixed Hamiltonian, M=7, 3 occupied, orders 0-8
 max coefficient difference from Cauchy: 6.3e-16
 max residual of all order equations: 3.1e-17
Multiplications per order, 3 occupied + 6 empty orbitals
 n=1: only H_1: 0; all H_k: 0
 n=2: only H_1: 729; all H_k: 729
 n=3: only H_1: 729; all H_k: 1053
 n=4: only H_1: 1134; all H_k: 1782
 n=5: only H_1: 1134; all H_k: 2106
 n=6: only H_1: 1539; all H_k: 2835
 n=7: only H_1: 1539; all H_k: 3159
 n=8: only H_1: 1944; all H_k: 3888
 totals to n=8: 8748 and 15552
 divisions per order: 18
 one basis transformation: 810 multiplications
Self-consistent chain, 8 sites, energies in units of the hopping
 U=1.0, c=0.5, p=0.3333; orbital gap=1.30023
 n_0 on sites: 0.3882 1.4251 0.4895 1.4779 0.5232 1.5100 0.5794 1.6067
 n_1 on sites: 0.1164 -0.0073 0.0447 -0.0188 0.0183 -0.0446 0.0047 -0.1135
 eigenvalues of 1-chi*f: 1.0000 to 1.4220
 Cauchy differences: P 2.1e-12, E 1.4e-11
 Frobenius norms of blocks of P_n, and E_n
 n=1: oo=0.00000 vo=0.19758 vv=0.00000 E_n=0.915488
 n=2: oo=0.03783 vo=0.07481 vv=0.03783 E_n=-0.127162
 n=3: oo=0.01648 vo=0.05334 vv=0.01639 E_n=-0.014234
 n=4: oo=0.01590 vo=0.04560 vv=0.01588 E_n=-0.012726
 n=5: oo=0.01582 vo=0.03878 vv=0.01583 E_n=-0.009291
 n=6: oo=0.01570 vo=0.03203 vv=0.01571 E_n=-0.008175
 n=7: oo=0.01517 vo=0.02517 vv=0.01520 E_n=-0.006796
 n=8: oo=0.01424 vo=0.01838 vv=0.01428 E_n=-0.005842
 E_0=-10.709487, E_9=-0.004846
Truncation at lam=0.2; direct energy=-10.53161353
 N=2: P error=7.6e-04 P^2-P=2.0e-04 E error=2.4e-05
 N=4: P error=2.3e-05 P^2-P=8.1e-06 E error=6.3e-07
 N=6: P error=6.3e-07 P^2-P=3.2e-07 E error=1.8e-08
 N=8: P error=1.5e-08 P^2-P=1.1e-08 E error=4.7e-10
 N=4 error exponents: P 5.065, P^2-P 5.043
```
